Tracer correlation factor on the majority sublattice of an L1₂ crystal

**Problem**

An ordered A₃B crystal of L1₂ structure has B atoms on the corners of a cubic cell of side a and A atoms on the face centres. Each A site has twelve nearest neighbours, eight of type A and four of type B. A vacancy can exchange with A atoms alone, so it stays on the A sublattice. Assume perfect order, a vanishing vacancy concentration, and one exchange rate w for every A neighbour, the tracer included. The tracer is a marked A atom.

After n jumps of length λ = a/√2 the tracer has moved by R_n. Its correlation factor is

f = lim ⟨R_n²⟩/(nλ²), n → ∞.

(a) Express f through the mean displacement of the tracer at its next exchange with the same vacancy.

(b) Reduce the required means to integrals and evaluate f.

(c) Find the tracer diffusivity at 1200 K for a = 0.36 nm, vacancy formation energy 1.6 eV and entropy 2.0 k_B, migration energy 1.2 eV and attempt frequency 10¹³ s⁻¹.

**Hints**

1. Give each A site the name of its fourfold axis. Which site names does a jump connect?

2. The line joining two A neighbours is not a twofold axis of the A sublattice. Treat the two Cartesian components of a jump separately.

3. To count vacancy visits before the next exchange, start from a walk that ignores the tracer, then subtract the visits made after it first reaches the tracer's site.

4. The hopping matrix in Fourier space is a diagonal matrix plus a product of two vectors.

**Solution**

*(a) From jumps to two numbers*

Write R_n as the sum of jumps d_i. Squaring gives n terms λ² and twice the sum over pairs. For large n,

f = 1 + 2 Σ_{m≥1} ⟨d_i·d_{i+m}⟩/λ².

In three dimensions the vacancy may leave and never return. The next vacancy then comes from far away with no memory of earlier jumps. The symmetry of the tracer's site carries its eight A neighbours into one another, so this vacancy arrives from each with equal probability, and the mean displacement it causes is zero. The sum therefore needs only returns of the same vacancy.

Measure lengths in units of a/2, so that λ² = 2. A z-site, placed at the origin, has A neighbours (±1,0,±1), which are x-sites, and (0,±1,±1), which are y-sites. The positions (±1,±1,0) hold B atoms.

Let the tracer be on this z-site with the vacancy at u = (σ,0,τ), where σ and τ are ±1. At the next exchange the tracer moves by e, the position of the vacancy just before that exchange; put e = 0 if the vacancy escapes. Reflection y → −y leaves u unchanged, so ⟨e_y⟩ = 0. Reflection x → −x reverses σ and e_x, and z → −z reverses τ and e_z. Hence

⟨e⟩ = (ασ, 0, βτ).

No symmetry operation exchanges the x and z directions at a z-site, so α and β may differ.

Now suppose the tracer has just jumped from an x-site to a z-site by d = (d_x,0,d_z). The vacancy is at −d, and therefore

⟨e_x⟩ = −αd_x,  ⟨e_z⟩ = −βd_z.

Let F be the mean sum of all later displacements. The same reflections give

F = (q d_x, 0, p d_z).

Thus p belongs to the axis of the new site and q to that of the old site. The next jump has two possible kinds:

- To an x-site, e = (e_x,0,e_z). The new axis is x and the old one z, so the later displacements sum to (p e_x,0,q e_z).
- To a y-site, e = (0,e_y,e_z). The later displacements sum to (0,p e_y,q e_z).

In both cases e_x is followed by p e_x and e_z by q e_z. Adding the next jump to what follows it gives

F_x = (1+p)⟨e_x⟩ = −α(1+p)d_x,
F_z = (1+q)⟨e_z⟩ = −β(1+q)d_z.

Comparison with the definition of F yields

q = −α(1+p),  p = −β(1+q).

Insert the first equation into the second:

p = −β(1−α−αp) = −β(1−α) + αβp,
p = −β(1−α)/(1−αβ).

Exchanging α with β and p with q leaves the pair of equations unchanged, so

q = −α(1−β)/(1−αβ).

All jumps on the sublattice are equivalent under the cubic symmetry of the crystal, and one d suffices. Since d_x² = d_z² = 1 and λ² = 2,

f = 1 + 2(q d_x² + p d_z²)/2 = 1 + p + q.

Over the common denominator, the numerator is

1 − αβ − β + αβ − α + αβ = 1 − α − β + αβ = (1−α)(1−β).

The answer to (a) is

f = (1−α)(1−β)/(1−αβ).

For α = β this becomes (1−α)²/(1−α²) = (1−α)/(1+α). That is the mean-cosine formula (1+C)/(1−C), where C is the mean cosine of successive jumps, with escape counted as zero. Here C = ⟨d·e⟩/λ² = −(α+β)/2. When α and β differ, set m = (α+β)/2 and δ = (β−α)/2. Then

f = [(1−m)² − δ²]/[1 − m² + δ²].

The numerator is smaller and the denominator larger than for δ = 0, so the mean-cosine formula gives too large an f.

*(b) Counting returns*

Let K(u,e) be the mean number of visits to e by a vacancy that starts at u, before it exchanges with the tracer. The start counts as a visit. From e, the vacancy chooses the tracer with probability 1/8, so the probability that the next tracer displacement is e is K(u,e)/8.

Let G(u,e) count the visits of a walk that ignores the tracer and continues through the origin. If H(u) is the probability of ever reaching the origin, then

K(u,e) = G(u,e) − H(u)G(0,e).

The last term removes visits made after the first arrival there. By symmetry G(0,e) is the same for all eight e, while the sums of e_x and e_z over these neighbours are zero. The subtraction therefore drops out of both means:

α = (σ/8) Σ_e G(u,e)e_x,  β = (τ/8) Σ_e G(u,e)e_z.

Set θ = ka/2, c_i = cos θ_i and s_i = sin θ_i. A jump from an i-site to a j-site has components ±1 along i and along j. The Fourier sum of its probabilities is

Λ_ij = (1/8)(2c_i)(2c_j) = c_i c_j/2 for i ≠ j,  Λ_ii = 0.

Summing over any number of jumps gives G = 1 + Λ + Λ² + … = (1−Λ)⁻¹. With c as a column vector,

1 − Λ = D − ½cc^T,  D_i = 1 + c_i²/2,

where D is diagonal. Its inverse is

G = D⁻¹ + D⁻¹cc^T D⁻¹/(2Δ),  Δ = 1 − ½Σ_i c_i²/D_i.

To verify this, multiply by D − ½cc^T from the left and use ½c^T D⁻¹c = 1−Δ. Besides the unit matrix one obtains

½cc^T D⁻¹[1/Δ − 1 − (1−Δ)/Δ] = 0.

In components,

G_ij = δ_ij/D_i + c_i c_j/(2D_i D_j Δ).

For α, average over the four starting points u that are x-sites; y-sites have e_x = 0 and do not contribute:

α = (1/32) Σ_u Σ_e u_x G(u,e)e_x.

The weights have the Fourier sum Σ_u u_x exp(iθ·u) = (2i s_x)(2c_z) = 4i s_x c_z, whose squared modulus is 16s_x²c_z². With ⟨…⟩_θ denoting the average over 0 < θ_i < π/2, which suffices because the integrand is even and has period π in each θ_i,

α = ½⟨s_x² c_z² G_xx⟩_θ.

For β, average over all eight starting points, with prefactor 1/64. The sums of u_z exp(iθ·u) are 4i s_z c_x for the x-sites and 4i s_z c_y for the y-sites. Hence

β = ¼⟨s_z²(c_x²G_xx + c_y²G_yy + 2c_x c_y G_xy)⟩_θ.

The first terms of the series show what these integrals contain. With G = 1, each average of s² or c² is 1/2, and α = β = 1/8. This is immediate reversal, which alone would give f = 0.778. The next term, G = Λ, adds nothing to α because Λ_xx = 0. It adds to β

¼·⟨s_z² c_x² c_y²⟩_θ = ¼·⅛ = 1/32.

In real space, a vacancy at (1,0,1) can jump to (0,1,1) or (0,−1,1), still beside the tracer. It keeps its z offset and loses its x offset. At this order the correlation is therefore stronger along the site axis.

Near θ = 0, c_i² ≈ 1 − θ_i² and Δ ≈ (2/9)(θ_x²+θ_y²+θ_z²). The numerators also vanish as θ², so the integrands are bounded but depend on direction. For a midpoint sum with spacing h, such a point can cause an error proportional to h³. Here that term cancels: the integrands for α and β tend to θ_x²/(2|θ|²) and θ_z²/|θ|², and on a cubic grid the three ratios θ_i²/|θ|² have equal averages that sum to 1, exactly as in the integral. The remaining error falls as h⁵. The values below combine n and 2n points per direction as (8I_2n − I_n)/7, a form built to remove an h³ term. It is not needed here: it leaves the limit unchanged and makes the h⁵ error about 3.4 times that of I_2n alone, still far below the digits shown. For n = 60,

α = 0.14966,  β = 0.21602.

Using n = 40 instead changes neither number by more than 5×10⁻⁶. The result is

f = 0.85034 × 0.78398/(1 − 0.03233) = 0.6889.

The later displacements cancel part of each jump: p = −0.190 along the new site axis and q = −0.121 along the old one. The mean-cosine formula would give 0.6908, which is slightly too large, as derived above.

Two calculations test this value without the reduction to α and β. In the first, return probabilities were computed in a finite box, with the vacancy removed once any of its coordinates relative to the tracer exceeds 20 half lattice parameters in magnitude. They were inserted into a chain of all 24 combinations of site name and last jump, giving f = 0.68897. The second simulated 150000 encounters, each followed for 250 vacancy jumps after the first exchange. Different encounters are uncorrelated, so f is the mean squared tracer displacement per encounter divided by λ² times the mean number of exchanges. This gave 0.6882 ± 0.0014, where the uncertainty is one standard error. The simulation excludes the fcc value, but it lies only 1.9 standard errors from the mean-cosine value 0.6908; it is the chain calculation that separates 0.6889 from 0.6908.

*(c) Diffusivity*

In a cubic crystal the long-time tracer diffusivity is a scalar, D* = ⟨R²⟩/(6t). Each of eight neighbours is vacant with probability c_v, so the tracer jumps at the rate Γ = 8c_v w. With λ² = a²/2,

D* = fΓλ²/6 = (2/3) f a² c_v w.

At 1200 K, k_BT = 0.1034 eV, and

c_v = exp(2.0 − 1.6/0.1034) = 1.41×10⁻⁶,
w = 10¹³ exp(−1.2/0.1034) s⁻¹ = 9.13×10⁷ s⁻¹,
Γ = 1.03×10³ s⁻¹.

Therefore

D* = (2/3)(0.689)(3.6×10⁻⁸ cm)²(1.41×10⁻⁶)(9.13×10⁷ s⁻¹)
= 7.7×10⁻¹⁴ cm²/s = 7.7×10⁻¹⁸ m²/s.

The length 2√(D*t) after 100 h is 3.3 μm. B atoms do not diffuse in this model, since no vacancy can exchange with them.

These are round inputs, not fitted properties of a particular compound. In an ordered compound the vacancy formation energy on one sublattice is an effective value that depends on composition through the chemical potentials of A and B. An uncertainty of 0.1 eV in the total activation energy changes D* by a factor of 2.6, far more than any correction to f considered here. A real crystal also breaks the assumption of perfect order. Let x be the fraction of A sites holding B atoms. At stoichiometry the B sublattice, three times smaller, has an antisite fraction 3x. For an assumed antisite-pair energy of 1.0 eV, dilute equilibrium without an entropy term gives 3x² = exp(−1.0 eV/k_BT), hence x = 0.46 %. The chance of at least one B atom on the eight neighbouring A sites is 1 − (1−x)⁸ = 3.6 %. The chance of at least one A atom on the four neighbouring B sites is 1 − (1−3x)⁴ = 5.4 %, and such an atom gives the vacancy a way off the A sublattice. Treating the sites as independent, an antisite of either kind lies beside the tracer with probability 8.8 %. If f near an antisite differed by about 10 %, the average would move by about 0.9 %. This is an assumed scale, not a bound: antisites that trap vacancies, or a composition away from stoichiometry, could matter more.

Two further corrections concern the jump rate. A tracer 7 % heavier than the host atoms jumps more slowly by at most 1 − 1/√1.07 = 3.3 %, if it carries all the kinetic energy of the jump mode. D* falls by less than the jump rate, because a slower tracer is also less likely to exchange again with the same vacancy, which raises f. For one harmonic mode in the well at the attempt frequency ν, the leading quantum correction is (hν/k_BT)²/24 = 0.67 %.

**Variation 1: open all twelve neighbours**

*Let the vacancy exchange at equal rate with every neighbour on an fcc lattice. Find f and the error made by using it in part (c).*

The line to a neighbour is now a twofold axis, so the mean next displacement is parallel to the last jump: ⟨e⟩ = −α_f d. Each further jump multiplies the mean by −α_f, and

f = 1 + 2Σ_{m≥1}(−α_f)^m = (1−α_f)/(1+α_f).

There is one site per primitive cell, with hopping function

Λ_f = (c_x c_y + c_y c_z + c_z c_x)/3.

Eight neighbours have a nonzero x component. Their weighted Fourier sum is 4i s_x(c_y+c_z), and the exchange probability is 1/12. The prefactor is 16/(8×12) = 1/6, so

α_f = (1/6)⟨s_x²(c_y+c_z)²/(1−Λ_f)⟩,

averaged over 0 < θ_i < π. Numerically α_f = 0.12268 and f = 0.7815. Immediate reversal now has probability 1/12 instead of 1/8, and the full return correlation is also weaker than either α or β on the L1₂ sublattice.

If this factor is put into part (c) with Γ and λ held fixed, D* becomes 8.7×10⁻¹⁴ cm²/s, 13 % above the L1₂ value. This comparison isolates the correlation factor; opening four more neighbours would also change Γ.

**Variation 2: a vacancy that can leave the sublattice**

*Let jumps onto the B sublattice have a barrier 0.8 eV higher, with the same attempt frequency. Estimate the change in f by treating every such vacancy as lost.*

The rate ratio is w′/w = exp(−0.8 eV/k_BT). With eight A and four B neighbours, the loss probability per vacancy jump is

ε = 4w′/(8w + 4w′) = 2.2×10⁻⁴.

Every jump within the A sublattice now carries the survival probability s = 1−ε. Replace Λ by sΛ and the final exchange probability 1/8 by s/8. The inverse keeps its form, with

D_i = 1 + s c_i²/2,  Δ = 1 − (s/2)Σ_i c_i²/D_i,
G_ij = δ_ij/D_i + s c_i c_j/(2D_i D_j Δ).

Both integrals for α and β gain an overall factor s. The recursion in part (a) is unchanged, because a lost vacancy contributes no later mean displacement. Evaluation gives an increase in f of 1.6×10⁻⁴, negligible beside the 0.09 separating the L1₂ and fcc values.

The sign is consistent with the opposite limit. For s → 0 only immediate reversal remains, α = β = s/8, and

f = (1−s/8)/(1+s/8) ≈ 1 − s/4 → 1.

A vacancy lost after every exchange leaves the tracer with uncorrelated jumps. In a crystal, a vacancy on a B site may instead jump straight back and restore the earlier arrangement. The estimate omits such returns, and it also omits the tracer's own jumps onto B sites. Returns can change the result by a large fraction even when leakage is rare, so 1.6×10⁻⁴ is only a scale for the effect. The estimate does not describe a partly disordered alloy. The main values used in this sheet are listed in the numerical output below; its line for an antisite beside the tracer counts only B atoms on A sites.

Numbers as computed

```
alpha, perpendicular to site axis: 0.14966
beta, along site axis: 0.21602
p, later sum along new site axis: -0.18983
q, later sum along old site axis: -0.12125
f, L1_2 majority sublattice: 0.68892
f from immediate returns only (alpha=beta=1/8): 0.7778
mean cosine of successive jumps: -0.18284
f from the mean-cosine formula (not valid here): 0.69084
killed walk alpha, beta: 0.14964, 0.21598
f from 24-state chain: 0.68897
f from simulated encounters: 0.6882 +- 0.0014
simulated encounters: 150000, vacancy jumps in each: 250
alpha of fcc: 0.12268
f of fcc, integral: 0.78145
f of fcc, killed walk: 0.78152
input lattice parameter: 0.36 nm
input temperature: 1200 K
input vacancy formation energy: 1.6 eV
input vacancy formation entropy: 2.0 k_B
input migration energy: 1.2 eV
input attempt frequency: 1.0e+13 1/s
input anneal time: 100 h
thermal energy kT: 0.1034 eV
jump length: 0.2546 nm
vacancy fraction of majority sites: 1.409e-06
exchange rate per neighbour: 9.125e+07 1/s
tracer jump rate: 1028.48 1/s
tracer diffusivity: 7.652e-14 cm2/s = 7.652e-18 m2/s
diffusivity if fcc f were used: 8.680e-14 cm2/s
overestimate from fcc f: 13.4 %
diffusion length 2 sqrt(D t): 3.32 um
input extra barrier to minority sublattice: 0.8 eV
leak probability per vacancy jump: 2.18e-04
change of f if each leak loses the vacancy: 1.6e-04
input antisite pair energy: 1.0 eV
antisite fraction of majority sites: 0.46 %
chance of an antisite beside the tracer: 3.6 %
input tracer mass / host mass: 1.07
jump-rate reduction by tracer mass, at most: 3.3 %
quantum correction to jump rate: 0.67 %
input activation energy uncertainty: 0.1 eV
resulting factor in diffusivity: 2.63
```
